# Arrhenius curvature for parallel atomic jump mechanisms

## Problem

An atom in a solid can jump by $n$ independent mechanisms that act in parallel. Mechanism $i$ has the rate

$$k_i=\nu_i e^{-\beta E_i},\qquad \beta=\frac{1}{k_BT},$$

with a prefactor $\nu_i>0$ and a barrier $E_i$ that do not depend on temperature. The total rate is $k=\sum_i k_i$.

(a) Show that $d^2\ln k/d\beta^2$ equals the variance of the barriers, each barrier being weighted by its share $w_i=k_i/k$ of the total rate.

(b) Arsenic at low concentration diffuses in silicon during a furnace anneal in an inert gas. Describe its diffusivity by two parallel terms, one carried by neutral point defects and one by negatively charged ones:

$$D=D_1+D_2,\qquad D_1=0.07\,e^{-3.45\,\beta},\qquad D_2=12\,e^{-4.05\,\beta},$$

with $D$ in cm²/s and $\beta$ in 1/eV. These are rough typical values. Find the curvature of $\ln D$ at 1300 K, and the error made when the tangent to the Arrhenius plot at 1300 K is extended to 1000 K.

The energies in (b) are effective barriers: they include the energy needed to form the defect that carries the atom. For uncorrelated jumps of length $a$ in three dimensions, $D=a^2k/6$. The constant factor $a^2/6$ adds a constant to $\ln k$ and drops out of every derivative, so $D$ may stand in for $k$. Jumps carried by defects are in general correlated, and the two mechanisms may differ in this. The algebra of (a) still applies to $D$, because $D_1$ and $D_2$ have the same form as the $k_i$, but the weights in (b) are then shares of $D$ and not fractions of jumps.

## First estimate by scaling

The slope of an Arrhenius plot defines the apparent activation energy, $E_{\rm app}=-d\ln k/d\beta$. The curvature is therefore the rate at which $E_{\rm app}$ falls as $\beta$ grows.

With two mechanisms, $E_{\rm app}$ is near the higher barrier when the second term dominates (hot) and near the lower one when the first dominates (cold). It falls by about $\Delta=E_2-E_1=0.60$ eV in all. The ratio of the two rates is

$$\frac{k_2}{k_1}=\frac{\nu_2}{\nu_1}e^{-\beta\Delta}.$$

Count the change of regime as the passage from 10:1 to 1:10. The exponent $\beta\Delta$ must then grow by $\ln 100=4.6$, so the change occupies a width $4.6/\Delta$ in $\beta$. Hence

$$\frac{d^2\ln k}{d\beta^2}\sim\frac{\Delta}{4.6/\Delta}=\frac{\Delta^2}{4.6}=\frac{0.36}{4.6}\ \text{eV}^2\approx0.078\ \text{eV}^2 .$$

This applies near the crossover, where $k_1=k_2$:

$$\beta_\times=\frac{\ln(\nu_2/\nu_1)}{\Delta}=\frac{\ln(12/0.07)}{0.60}=8.57\ \text{eV}^{-1},$$

or about 1350 K. The anneal at 1300 K has $\beta=8.93$ eV⁻¹, well inside the window. The scaling $\Delta^2$ is firm, but the number 4.6 depends on the choice of 10:1.

## Exact solution

### The general result

In a short time $dt$ the atom jumps by mechanism $i$ with probability $k_i\,dt$. The chance of two jumps within $dt$ is of order $dt^2$ and can be neglected, so the alternatives exclude each other and their probabilities add, which gives $k=\sum_i k_i$. Given that a jump occurs, it is of type $i$ with probability $k_i/k=w_i$. The weights are thus the fractions of jumps made by each mechanism. Write $\langle X\rangle=\sum_i w_iX_i$.

Because $\nu_i$ and $E_i$ are constant, $dk_i/d\beta=-E_ik_i$. Therefore

$$\frac{d\ln k}{d\beta}=\frac1k\sum_i\frac{dk_i}{d\beta}=-\sum_i\frac{k_i}{k}E_i=-\langle E\rangle ,$$

so $E_{\rm app}=\langle E\rangle$. The weights change with temperature too. By the quotient rule, with $dk/d\beta=-\langle E\rangle k$,

$$\frac{dw_i}{d\beta}=\frac{1}{k}\frac{dk_i}{d\beta}-\frac{k_i}{k^2}\frac{dk}{d\beta}=-w_iE_i+w_i\langle E\rangle=-w_i\,(E_i-\langle E\rangle).$$

Cooling raises the share of every mechanism whose barrier lies below the mean. Differentiating the slope once more, with each $E_i$ constant, gives

$$\frac{d^2\ln k}{d\beta^2}=-\sum_iE_i\frac{dw_i}{d\beta}=\sum_iw_iE_i^2-\langle E\rangle\sum_iw_iE_i=\langle E^2\rangle-\langle E\rangle^2 .$$

Expanding the square in the definition of the variance, and using $\sum_iw_i=1$,

$$\sum_iw_i(E_i-\langle E\rangle)^2=\langle E^2\rangle-2\langle E\rangle^2+\langle E\rangle^2=\langle E^2\rangle-\langle E\rangle^2 .$$

The two agree, so

$$\boxed{\frac{d^2\ln k}{d\beta^2}=\mathrm{Var}_w(E)\ge0}$$

which proves (a). Since every $w_i$ is positive, the curvature vanishes only if all barriers are equal. Unequal prefactors alone do not bend the plot.

As a function of temperature, with $d\beta/dT=-1/(k_BT^2)$,

$$\frac{dE_{\rm app}}{dT}=-\mathrm{Var}_w(E)\,\frac{d\beta}{dT}=\frac{\mathrm{Var}_w(E)}{k_BT^2}.$$

### Two mechanisms

Here $\langle E\rangle=E_1+w_2\Delta$. The deviations are $E_1-\langle E\rangle=-w_2\Delta$ and $E_2-\langle E\rangle=(1-w_2)\Delta=w_1\Delta$, so

$$\mathrm{Var}_w(E)=w_1w_2^2\Delta^2+w_2w_1^2\Delta^2=w_1w_2\Delta^2 .$$

Since $w_1w_2=\tfrac14-(w_1-\tfrac12)^2$, the largest value is $\Delta^2/4$, reached at the crossover. Far from it, the curvature tends to $\Delta^2$ times the small share of the minor mechanism.

### Arsenic at 1300 K

The two terms are $D_1=2.95\times10^{-15}$ and $D_2=2.39\times10^{-15}$ cm²/s, with sum $5.34\times10^{-15}$ cm²/s. The weights are $w_1=0.553$ and $w_2=0.447$, and

$$E_{\rm app}=3.45+0.447\times0.60=3.72\ \text{eV},$$

$$\mathrm{Var}_w(E)=0.553\times0.447\times0.36=0.0890\ \text{eV}^2 .$$

The apparent energy rises by 0.61 meV per kelvin at 1300 K. Between 1200 and 1400 K it goes from 3.65 to 3.78 eV.

The curvature can also be read from $\ln D$ itself at three points spaced by $h=0.5$ eV⁻¹ in $\beta$. At 1377, 1300 and 1231 K the two-term formula gives $-30.9926$, $-32.8630$ and $-34.7112$. The second difference is

$$\frac{-30.9926+2(32.8630)-34.7112}{0.25}\approx0.089\ \text{eV}^2 .$$

The numerator is only 0.022. If each measured $D$ has an independent relative error $s$, the numerator has the error $\sqrt{1+4+1}\,s$, which equals the signal when $s\approx0.9$ %. With a scatter of about 1 % or more, three points over this range would therefore not reveal the curvature, and a straight line would appear to fit.

### Extending the tangent to 1000 K

A function with positive second derivative lies above its tangents. The tangent at 1300 K thus underestimates $D$ at every other temperature, within this model. From 1300 to 1000 K, $\beta$ grows by $\delta=2.678$ eV⁻¹. The tangent gives $2.53\times10^{-19}$ cm²/s, while the two-term formula gives $3.34\times10^{-19}$ cm²/s. The tangent is 24 % below the model value, and the ratio of model to tangent is 1.32. These figures belong to the rough parameters chosen. With $D_1=0.011\,e^{-3.44\beta}$ and $D_2=31\,e^{-4.15\beta}$ instead, the crossover moves to about 1040 K, so that 1300 K lies on its hot side; the curvature at 1300 K is then 0.070 eV² and the ratio 1.42.

Keeping the curvature at its 1300 K value would give the ratio

$$\exp\!\left(\tfrac12\times0.0890\times2.678^2\right)=1.38 .$$

This is slightly too large because 1300 K is already on the cold side of the crossover. Further cooling makes the weights more unequal and $w_1w_2$ smaller.

## Comparison of the two

The estimate of 0.078 eV² is 12 % below the exact 0.0890 eV². Part of that agreement comes from two errors of opposite sign. Between 10:1 and 1:10 the weight $w_2$ goes from 10/11 to 1/11, so $E_{\rm app}$ falls by $\tfrac{9}{11}\Delta$ and not by the full $\Delta$. The true mean curvature over the window is thus $\tfrac{9}{11}\times0.078=0.064$ eV². The curvature near the crossover is larger than this mean, with a peak of $\Delta^2/4=0.090$ eV². (The hot end of the window lies above the melting point of silicon, which does not affect the algebra.)

The estimate gives the scale $\Delta^2$ and the place where it applies. It does not give the decay away from the crossover, nor the result for many mechanisms. The exact formula supplies both through the weights.

## Where the result fails

**Steps in series.** If an atom must pass several steps in turn and never jumps back between them, the mean times add: $1/k=R=\sum_i r_i$ with $r_i=e^{\beta E_i}/\nu_i$. Then $R'=\sum_iE_ir_i$ and $R''=\sum_iE_i^2r_i$, where primes denote $d/d\beta$, and

$$\frac{d^2\ln k}{d\beta^2}=-\left[\frac{R''}{R}-\left(\frac{R'}{R}\right)^2\right].$$

The bracket is the variance with weights $r_i/R$. The plot now bends the other way, and the slowest step dominates.

**Prefactors that vary.** Let $\nu_i$ depend on $\beta$ and define $\varepsilon_i=E_i-(\ln\nu_i)'$, so that $k_i'=-\varepsilon_ik_i$. The steps above give $(\ln k)'=-\langle\varepsilon\rangle$. The next derivative also acts on $\varepsilon_i$, with $\varepsilon_i'=-(\ln\nu_i)''$:

$$\frac{d^2\ln k}{d\beta^2}=\mathrm{Var}_w(\varepsilon)+\sum_iw_i(\ln\nu_i)'' .$$

A common factor $T\propto1/\beta$ leaves the variance unchanged and adds $1/\beta^2=(k_BT)^2$. At 1300 K this is 0.0125 eV², or 14 % of the curvature. A barrier that falls linearly, $E_i-s_iT$, does no harm: $\beta s_iT=s_i/k_B$ is constant and joins the prefactor.

**Tunnelling.** The leading Wigner correction multiplies the rate by $1+(\beta\hbar\omega)^2/24$. With a rough upper value $\hbar\omega=0.06$ eV for the barrier frequency, the rate rises by 1.2 % and the curvature by 0.3 %.

**Real anneals.** The assumption most at risk is low doping. Arsenic donors of concentration $N$, all ionized, raise the electron density from its intrinsic value $n_i$ to $n=N/2+\sqrt{N^2/4+n_i^2}$. This multiplies $D_2$ by $n/n_i$. The electrons also set up a field that drives the positive donors down their own gradient, which multiplies both terms by $1+N\,d\ln n/dN=1+N/\sqrt{N^2+4n_i^2}$. Both factors vary with temperature through $n_i$, for which I take the rough form $3.9\times10^{16}\,T^{3/2}e^{-0.605\beta}$ cm⁻³ ($T$ in K), or $8\times10^{18}$ cm⁻³ at 1300 K. Numerical differentiation at 1300 K, with $N$ held fixed, then gives:

| $N$ (cm⁻³) | curvature (eV²) | change | $E_{\rm app}$ (eV) |
|---|---|---|---|
| $10^{17}$ | 0.093 | +4 % | 3.71 |
| $10^{18}$ | 0.123 | +38 % | 3.66 |
| $10^{19}$ | 0.124 | +40 % | 3.37 |

At 1300 K the constant-prefactor result therefore describes the curvature to within a few per cent at $10^{17}$ cm⁻³ but not at $10^{18}$ cm⁻³, although $N$ is then still well below $n_i$. The curvature does not level off between the last two rows: it is 0.166 eV² at $3\times10^{18}$ cm⁻³ and peaks at about 0.178 eV² near $5\times10^{18}$ cm⁻³. It then falls to 0.015 eV² at $2\times10^{19}$ cm⁻³ and is slightly negative, $-0.017$ eV², at $5\times10^{19}$ cm⁻³. The curvature in the last row lies on this steep fall and depends strongly on the form taken for $n_i$. Other common forms, with $n_i$ at 1300 K between $6.7\times10^{18}$ and $1.1\times10^{19}$ cm⁻³, give anything from 0.09 to 0.18 eV² at $10^{19}$ cm⁻³. They give 0.120 to 0.129 eV² at $10^{18}$ cm⁻³, and $E_{\rm app}$ at $10^{19}$ cm⁻³ stays within 3.35 to 3.38 eV. At 1000 K the limit on doping is tighter, because $n_i$ is then only about $1.1\times10^{18}$ cm⁻³. At $10^{19}$ cm⁻³ the apparent energy lies below both barriers. A weighted mean of constant barriers cannot do that; here both factors grow on cooling, as $n_i$ falls, and lower each $\varepsilon_i$. At $10^{20}$ cm⁻³ and above, the simple carrier statistics used here also become doubtful. An oxidizing gas is a separate case: it injects silicon interstitials and so changes the defect populations contained in the prefactors. That effect is excluded here by the inert gas, and its size has not been estimated.

All numerical values are calculated from the stated model.
